# Breit's 1s g Factor and Its Leading Term from Breit-Pauli Theory: verification in Python

```python
# Result under test: the 1s g factor of a one-electron ion with a point nucleus,
#   g = 2 (1 + 2 gamma) / 3,  gamma = sqrt(1 - x^2),  x = Z * alpha,
# and its leading shift -2 x^2 / 3 = -x^2 (mass correction) + x^2 / 3 (gauge correction).
# Definition of g: first-order Zeeman energy = (g/2) mu_B sigma.B, mu_B = e hbar/(2 m c).
# Dirac tests use hbar = m = c = 1 and e B = 1, so mu_B B = 1/2.
# Breit-Pauli tests use hbar = m = e = Z = 1; b = B/c, so mu_B B = b/2, and the
# relativistic shifts come out as coefficients of x^2.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
alpha_mat = np.array([np.kron(sigma[0], s) for s in sigma])
beta_mat = np.kron(sigma[2], np.eye(2))


def breit_g(x):
    return 2 * (1 + 2 * np.sqrt(1 - x * x)) / 3


def space_grid(scale):
    """Points and weights for integrals over all space, logarithmic in r."""
    u = np.linspace(-18.0, 4.2, 445)
    cos_t, w_t = np.polynomial.legendre.leggauss(6)
    phi = 2 * np.pi * (np.arange(8) + 0.5) / 8
    r, ct, ph = np.meshgrid(scale * np.exp(u), cos_t, phi, indexing="ij")
    weight = r**3 * (u[1] - u[0]) * w_t[None, :, None] * 2 * np.pi / 8
    st = np.sqrt(1 - ct**2)
    pts = np.array([r * st * np.cos(ph), r * st * np.sin(ph), r * ct])
    return pts.reshape(3, -1), weight.ravel()


def dirac_1s(pts, x, spin):
    """Unnormalized four-component 1s spinor; spin is 0 (up) or 1 (down)."""
    gamma = np.sqrt(1 - x * x)
    r = np.sqrt((pts**2).sum(axis=0))
    radial = r**(gamma - 1) * np.exp(-x * r)
    chi = np.eye(2)[spin]
    sigma_r_chi = np.einsum("kij,kn,j->in", sigma, pts / r, chi)
    upper = chi[:, None] * radial
    lower = 1j * (1 - gamma) / x * radial * sigma_r_chi
    return np.concatenate([upper, lower])


# --- The spinor solves the Dirac equation (fourth-order finite differences) ---
def dirac_residual(x):
    pts = np.array([[0.7, -1.1, 0.4], [0.5, 0.8, -1.6], [-0.9, 0.3, 1.2]])
    step = 1e-3
    worst = 0.0
    for spin in (0, 1):
        psi = dirac_1s(pts, x, spin)
        h_psi = beta_mat @ psi - x / np.sqrt((pts**2).sum(axis=0)) * psi
        for k in range(3):
            d = np.zeros((3, 1))
            d[k] = step
            grad = (8 * (dirac_1s(pts + d, x, spin) - dirac_1s(pts - d, x, spin))
                    - dirac_1s(pts + 2 * d, x, spin)
                    + dirac_1s(pts - 2 * d, x, spin)) / (12 * step)
            h_psi = h_psi - 1j * alpha_mat[k] @ grad
        worst = max(worst, np.abs(h_psi - np.sqrt(1 - x * x) * psi).max())
    return worst


# --- Zeeman matrix of e alpha.A in the 1s pair, from its definition ---
field_dir = np.array([0.36, 0.48, 0.80])
sigma_b = np.einsum("k,kij->ij", field_dir, sigma)


def zeeman_quadrature(x):
    pts, w = space_grid(1 / x)
    vec_a = 0.5 * np.cross(field_dir, pts.T).T
    psi = [dirac_1s(pts, x, s) for s in (0, 1)]
    norm = np.sum(w * np.abs(psi[0])**2)
    mean_beta = np.sum(w * np.abs(psi[0][:2])**2) - np.sum(w * np.abs(psi[0][2:])**2)
    mat = np.zeros((2, 2), complex)
    for j in (0, 1):
        a_psi = np.einsum("kij,kn,jn->in", alpha_mat, vec_a, psi[j])
        for i in (0, 1):
            mat[i, j] = np.sum(w * (psi[i].conj() * a_psi).sum(axis=0)) / norm
    g_value = 2 * np.trace(mat @ sigma_b).real
    assert np.allclose(4 * mat, g_value * sigma_b, atol=1e-9)
    return g_value, mean_beta / norm


x_os = 76 * const.fine_structure
g_numeric = {}
for x in (0.05, 0.1, 0.3, x_os):
    assert dirac_residual(x) < 1e-8
    g_numeric[x], beta_num = zeeman_quadrature(x)
    assert abs(g_numeric[x] - breit_g(x)) < 1e-9
    assert abs(beta_num - np.sqrt(1 - x * x)) < 1e-9
beta_os = beta_num

# --- g = 2 (1 + 2 <beta>) / 3 for an s1/2 state in another central potential ---
well_depth, well_width = 1.5, 2.0


def well(r):
    return -well_depth * np.exp(-r * r / (2 * well_width**2))


def radial_rhs(r, y, energy):
    big, small = y[0], y[1]
    return [big / r - (energy - well(r) + 1) * small,
            -small / r + (energy - well(r) - 1) * big,
            big**2, small**2, r * big * small]


def shoot(energy):
    r0, r_match, r_far = 1e-3, 2.0, 25.0
    decay = np.sqrt(1 - energy**2)
    start = [r0, (energy - well(r0) - 1) * r0**2 / 3, 0, 0, 0]
    far = [1.0, (decay + 1 / r_far) / (energy + 1), 0, 0, 0]
    opts = dict(args=(energy,), method="DOP853", rtol=1e-11, atol=1e-15)
    out = solve_ivp(radial_rhs, (r0, r_match), start, **opts).y[:, -1]
    inn = solve_ivp(radial_rhs, (r_far, r_match), far, **opts).y[:, -1]
    return out, inn


def mismatch(energy):
    out, inn = shoot(energy)
    return (out[0] * inn[1] - out[1] * inn[0]) / (np.hypot(*out[:2]) * np.hypot(*inn[:2]))


trial = np.arange(-0.45, 0.9, 0.1)
values = [mismatch(e) for e in trial]
first = next(i for i in range(len(trial) - 1) if values[i] * values[i + 1] < 0)
e_well = brentq(mismatch, trial[first], trial[first + 1], xtol=1e-13)
out, inn = shoot(e_well)
scale2 = (out[0]**2 + out[1]**2) / (inn[0]**2 + inn[1]**2)
big2, small2, r_cross = out[2:] - scale2 * inn[2:]
g_well = 8 / 3 * r_cross / (big2 + small2)
beta_well = (big2 - small2) / (big2 + small2)
assert abs(g_well - 2 * (1 + 2 * beta_well) / 3) < 1e-6
assert beta_well < 0.97  # the case is clearly relativistic, so the test can fail

# --- Reduction to order 1/c^2, tested on random Hermitian matrices ---
rng = np.random.default_rng(4)


def random_hermitian(n):
    m = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return 0.25 * (m + m.conj().T)


d_mat, v_mat = random_hermitian(5), random_hermitian(5)


def reduction_error(c):
    full = np.block([[v_mat, c * d_mat], [c * d_mat, v_mat - 2 * c * c * np.eye(5)]])
    inner = d_mat @ v_mat - v_mat @ d_mat
    d2 = d_mat @ d_mat
    reduced = v_mat + d2 / 2 - (d2 @ d2 + d_mat @ inner - inner @ d_mat) / (8 * c * c)
    return np.abs(np.linalg.eigvalsh(full)[5:] - np.linalg.eigvalsh(reduced)).max()


error_ratio = reduction_error(20.0) / reduction_error(40.0)
assert 13 < error_ratio < 19  # error falls as 1/c^4

# --- Breit-Pauli shifts by applying sigma.pi to the nonrelativistic 1s spinor ---
X, Y, Zc, b = sp.symbols("x y z b", real=True)
radius = sp.sqrt(X**2 + Y**2 + Zc**2)


def sigma_pi(w):
    def px(f):
        return -sp.I * sp.diff(f, X) - b * Y / 2 * f

    def py(f):
        return -sp.I * sp.diff(f, Y) + b * X / 2 * f

    def pz(f):
        return -sp.I * sp.diff(f, Zc)
    return [pz(w[0]) + px(w[1]) - sp.I * py(w[1]),
            px(w[0]) + sp.I * py(w[0]) - pz(w[1])]


pts, w = space_grid(1.0)
r_pts = np.sqrt((pts**2).sum(axis=0))


def orders(spinor):
    """Numerical values of the field-free part and of the part linear in b."""
    res = []
    for parts in ([f.subs(b, 0) for f in spinor], [sp.diff(f, b).subs(b, 0) for f in spinor]):
        res.append(np.array([sp.lambdify((X, Y, Zc), f, "numpy")(*pts) + 0j * r_pts
                             for f in parts]))
    return res


def inner_product(u, v, factor=1.0):
    return np.sum(w * factor * (u.conj() * v).sum(axis=0)).real


psi_sym = [sp.exp(-radius) / sp.sqrt(sp.pi), sp.Integer(0)]
once = sigma_pi(psi_sym)
twice = sigma_pi(once)
psi0, _ = orders(psi_sym)
once0, once1 = orders(once)
twice0, twice1 = orders(twice)
potential = -1 / r_pts
assert abs(inner_product(psi0, psi0) - 1) < 1e-9
# The Zeeman operator multiplies the 1s spin-up state by a number: no cross terms.
assert np.allclose(twice1, psi0, atol=1e-9)
# Virial theorem: <r dV/dr> = 2 <T>.
two_kinetic = inner_product(once0, once0)
r_dv = inner_product(psi0, psi0, 1 / r_pts)
assert abs(two_kinetic - r_dv) < 1e-9
# g = 4 dE/db for each term of the reduced Hamiltonian.
g_free = 4 * inner_product(psi0, twice1) / 2
mass_coef = 4 * (-1 / 8) * 2 * inner_product(twice0, twice1)
gauge_coef = 4 * (-1 / 8) * (2 * inner_product(twice1, psi0, potential)
                             - 4 * inner_product(once0, once1, potential))
assert abs(g_free - 2) < 1e-9
assert abs(mass_coef + 1) < 1e-8
assert abs(gauge_coef - 1 / 3) < 1e-8

# --- The sum equals the leading coefficient of the Dirac quadrature values ---
slope = {x: (g_numeric[x] - 2) / x**2 for x in (0.05, 0.1)}
dirac_coef = (4 * slope[0.05] - slope[0.1]) / 3
assert abs(dirac_coef - (mass_coef + gauge_coef)) < 1e-5
next_coef = (slope[0.1] - slope[0.05]) / (0.1**2 - 0.05**2)
assert abs(next_coef + 1 / 6) < 2e-3  # remaining difference is of order x^2

# --- Worked example: hydrogen-like osmium ---
mc2_kev = const.m_e * const.c**2 / const.e / 1e3
mu_b = const.physical_constants["Bohr magneton in eV/T"][0]
field_tesla = 1.0
gamma_os = np.sqrt(1 - x_os**2)
g_os = breit_g(x_os)
g_lead = 2 + (mass_coef + gauge_coef) * x_os**2
split_ev = g_os * mu_b * field_tesla

print("GENERAL TESTS")
print(f"free-spin g from (sigma.pi)^2/2m: {g_free:.6f}")
print(f"mass correction to g, coefficient of x^2: {mass_coef:.6f}")
print(f"gauge correction to g, coefficient of x^2: {gauge_coef:.6f}")
print(f"Breit-Pauli sum, coefficient of x^2: {mass_coef + gauge_coef:.6f}")
print(f"Dirac quadrature, coefficient of x^2: {dirac_coef:.6f}")
print(f"Dirac quadrature, estimate of x^4 coefficient: {next_coef:.4f}")
print(f"reduction error ratio when c is doubled: {error_ratio:.2f}")
print("GAUSSIAN WELL (depth in mc^2, width in hbar/mc)")
print(f"depth: {well_depth:.1f}   width: {well_width:.1f}")
print(f"energy with rest energy: {e_well:.6f} mc^2")
print(f"<beta>: {beta_well:.6f}")
print(f"g from radial integral: {g_well:.6f}")
print(f"g from 2(1 + 2<beta>)/3: {2 * (1 + 2 * beta_well) / 3:.6f}")
print("TABLE: x, g Breit, g quadrature, g leading term")
for x in (0.05, 0.1, 0.3):
    lead = 2 + (mass_coef + gauge_coef) * x * x
    print(f"{x:.2f}  {breit_g(x):.8f}  {g_numeric[x]:.8f}  {lead:.8f}")
print("HYDROGEN-LIKE Os, Z = 76, POINT NUCLEUS")
print(f"inverse fine-structure constant: {1 / const.fine_structure:.6f}")
print(f"x = Z alpha: {x_os:.6f}")
print(f"gamma: {gamma_os:.6f}")
print(f"<beta> by quadrature: {beta_os:.6f}")
print(f"small-component weight: {(1 - beta_os) / 2:.6f}")
print(f"electron rest energy: {mc2_kev:.4f} keV")
print(f"Dirac binding energy: {(1 - gamma_os) * mc2_kev:.3f} keV")
print(f"nonrelativistic <T>: {two_kinetic / 2 * x_os**2 * mc2_kev:.3f} keV")
print(f"g, Breit formula: {g_os:.6f}")
print(f"g, three-dimensional quadrature: {g_numeric[x_os]:.6f}")
print(f"mass correction to g: {mass_coef * x_os**2:.6f}")
print(f"gauge correction to g: {gauge_coef * x_os**2:.6f}")
print(f"g, leading Breit-Pauli: {g_lead:.6f}")
print(f"leading minus Breit: {g_lead - g_os:.6f}")
print(f"share of the shift g - 2 given by leading term: {(g_lead - 2) / (g_os - 2):.4f}")
print(f"magnetic field: {field_tesla * 1e4:.0f} gauss")
print(f"Zeeman splitting g mu_B B: {split_ev * 1e6:.3f} micro-eV")
print(f"the same as a frequency: {split_ev * const.e / const.h / 1e9:.3f} GHz")
print("no test failed")
```

It prints:

```
GENERAL TESTS
free-spin g from (sigma.pi)^2/2m: 2.000000
mass correction to g, coefficient of x^2: -1.000000
gauge correction to g, coefficient of x^2: 0.333333
Breit-Pauli sum, coefficient of x^2: -0.666667
Dirac quadrature, coefficient of x^2: -0.666665
Dirac quadrature, estimate of x^4 coefficient: -0.1677
reduction error ratio when c is doubled: 15.89
GAUSSIAN WELL (depth in mc^2, width in hbar/mc)
depth: 1.5   width: 2.0
energy with rest energy: 0.273185 mc^2
<beta>: 0.704101
g from radial integral: 1.605468
g from 2(1 + 2<beta>)/3: 1.605468
TABLE: x, g Breit, g quadrature, g leading term
0.05  1.99833229  1.99833229  1.99833333
0.10  1.99331658  1.99331658  1.99333333
0.30  1.93858560  1.93858560  1.94000000
HYDROGEN-LIKE Os, Z = 76, POINT NUCLEUS
inverse fine-structure constant: 137.035999
x = Z alpha: 0.554599
gamma: 0.832118
<beta> by quadrature: 0.832118
small-component weight: 0.083941
electron rest energy: 510.9990 keV
Dirac binding energy: 85.788 keV
nonrelativistic <T>: 78.586 keV
g, Breit formula: 1.776157
g, three-dimensional quadrature: 1.776157
mass correction to g: -0.307580
gauge correction to g: 0.102527
g, leading Breit-Pauli: 1.794947
leading minus Breit: 0.018790
share of the shift g - 2 given by leading term: 0.9161
magnetic field: 10000 gauss
Zeeman splitting g mu_B B: 102.811 micro-eV
the same as a frequency: 24.860 GHz
no test failed
```
